# Why a conformally filled trench can still hide a weak seam

**Q:** My silica film has the same thickness on the top, middle and bottom of the trench walls. I kept depositing until the trench closed, and the cross-section shows no void. With perfect conformality and no hole, the fill must be as sound as a continuous piece of silica.

**A:** You have joined three claims: the film has uniform thickness, no cavity was trapped, and the two films are bonded where they met. Conformality is only the first. Let us see how much of the second follows from it.

Take a long trench, so that a two-dimensional section is enough, and let the film grow equally fast along every local normal. A front moving in this way reaches a point by the shortest straight path from the original wall. At film thickness $t$, the filled points are therefore those whose distance to that wall is at most $t$.

For parallel walls a distance $w$ apart, a point on the mid-plane is $w/2$ from each wall. Near the floor, at heights below $w/2$, the floor is closer and its film arrives first. Everywhere higher up, the two side films arrive together at

$$t=\frac{w}{2}.$$

With $w=30$ nm this is 15 nm. No large cavity is enclosed.

**Q:** So conformality does rule out voids.

**A:** Only with help from the trench shape. Suppose the walls lean so that the trench widens downwards. Let $h=15$ nm be half the mouth width, $\beta=1^\circ$ the angle of each wall from the vertical, $D=150$ nm the depth, and $y$ the depth below the mouth. The half-width of the bare trench is $h+y\tan\beta$.

The mouth closes at $t=h$. A film of thickness $h$, measured along the normal, occupies a horizontal width $h/\cos\beta$. The space left on each side of the mid-plane is then

$$x_1(y)=h+y\tan\beta-\frac{h}{\cos\beta}
=y\tan\beta-h\left(\frac{1}{\cos\beta}-1\right).$$

This holds below $y=h\sin\beta$. Above that depth the nearest part of the wall is the mouth corner, so the film surface is an arc of radius $h$ about it, and the space left is $x_2(y)=h-\sqrt{h^2-y^2}$. The floor film has risen to $y=D-h$. The trapped area is

$$S=2\int_0^{h\sin\beta}x_2\,dy+2\int_{h\sin\beta}^{D-h}x_1\,dy .$$

In the first integral put $y=h\sin\theta$, so that $\int\sqrt{h^2-y^2}\,dy=h^2\int_0^\beta\cos^2\theta\,d\theta=\tfrac12h^2(\beta+\sin\beta\cos\beta)$. Then

$$\begin{aligned}
S={}&2h^2\left(\sin\beta-\tfrac12\sin\beta\cos\beta-\tfrac12\beta\right)\\
&+\tan\beta\left[(D-h)^2-h^2\sin^2\beta\right]\\
&-2h\left(\frac1{\cos\beta}-1\right)(D-h-h\sin\beta).
\end{aligned}$$

This gives 317.5 nm²; counting the unfilled cells of a fine grid, from the distance rule alone, gives 317.4 nm². The void is widest at its bottom, where $2x_1(135\ \text{nm})=4.71$ nm. The film was perfectly conformal throughout.

**Q:** Then I will make the trench slightly wider at the top.

**A:** That cures this kind of void. If each wall tapers by an angle $\alpha$ the other way, a mid-plane point at depth $y$ is $(h-y\tan\alpha)\cos\alpha$ from the walls. This distance falls with depth, as does the distance to the floor, so the trench closes from the bottom up. But two separate films still meet, now at an angle $2\alpha$. The taper leaves an escape path for the gas; it does not by itself make bonds between the films.

**Q:** My walls are parallel. If the films advance until they meet, where is there room for a defect?

**A:** The growing surface needs precursor molecules, and they have a size. Suppose a cycle of atomic layer deposition adds $a=0.11$ nm to each face, and the precursor enters only while the gap is at least $d=0.60$ nm. This sharp cut-off is a simplification. After $N$ cycles the gap is $w-2Na$. The number of cycles needed to reach $d$ is

$$\frac{w-d}{2a}=\frac{30-0.60}{0.22}=133.6,$$

so the 134th cycle is the last, and the gap that remains is

$$g=30-134\times0.22=0.52\ \text{nm}.$$

For any width, the last cycle starts with a gap of at least $d$ and removes $2a$. Hence $d-2a\le g<d$, here between 0.38 and 0.60 nm. If trench widths are spread evenly over a range $2a$, the final gaps are spread evenly over this interval, and their mean is $d-a=0.49$ nm.

**Q:** Half a nanometre is still a void. I would have seen it.

**A:** It is a slit, but consider what an image through a slice of finite thickness records. Along the trench the seam wanders sideways. Suppose the slice is thick enough to contain the full range of this wander; a thinner slice could show the slit more sharply. Let the seam position $X$ have a Gaussian distribution with standard deviation $s=2.0$ nm. A line of sight at the mean position passes through empty space wherever $|X|<g/2$. The missing fraction of material along that line is

$$p=\frac{1}{\sqrt{2\pi}\,s}\int_{-g/2}^{g/2}e^{-X^2/2s^2}\,dX .$$

With $u=X/(\sqrt2\,s)$, and because the integrand is even,

$$p=\frac{2}{\sqrt\pi}\int_0^{g/(2\sqrt2s)}e^{-u^2}\,du
=\operatorname{erf}\!\left(\frac{g}{2\sqrt2\,s}\right).$$

For the slit, $p=10.3\%$. For the re-entrant void at its widest, with the same wander, $p=76.1\%$. Whether a 10% dip is noticed depends on noise and contrast, but it is a faint line and not an obvious hole. The slit takes up $0.52/30=1.7\%$ of the trench width.

**Q:** If so little is missing, the strength should also be about 98% of normal.

**A:** The missing share alone does not fix the strength; it also matters where the material is missing. Here it is gathered on one plane, and a crack on that plane has to break only what crosses it. The useful quantity is the separation energy $W$, the work per unit area needed to part the faces.

Start with faces that have no chemical bonds across the gap. Let atoms on opposite sides attract with pair energy $-C/r^6$, and let each side contain $n$ atoms per unit volume. One atom and a thin layer at normal distance $z$ give, per unit layer thickness and with the sign reversed,

$$n\int_0^\infty\frac{2\pi\rho\,C\,d\rho}{(\rho^2+z^2)^3}
=\pi nC\int_{z^2}^{\infty}\frac{dq}{q^3}=\frac{\pi nC}{2z^4},$$

where $q=\rho^2+z^2$. Layers in the two solids can be $z$ apart in a range of ways: the first may lie anywhere from its surface to a depth $z-g$. This gives a weight $n(z-g)$, so

$$\begin{aligned}
W_v&=\frac{\pi n^2C}{2}\int_g^\infty\frac{z-g}{z^4}\,dz\\
&=\frac{\pi n^2C}{2}\left(\frac{1}{2g^2}-\frac{1}{3g^2}\right)
=\frac{\pi n^2C}{12g^2}=\frac{A}{12\pi g^2}.
\end{aligned}$$

Here $A=\pi^2n^2C$ is the Hamaker constant. With a rough silica value, $A=6.5\times10^{-20}$ J, the 0.52 nm gap gives $W_v=0.0064$ J/m². A continuum formula at half a nanometre gives a size, not a precise value. For continuous silica I take a rough $W_c=8$ J/m², more than a thousand times larger.

**Q:** Surely some bonds form across, at bumps or during the anneal.

**A:** They may. Let $f$ be the fraction of the seam area that is joined as well as bulk silica. If the joined patches are small and finely mixed, so that an advancing crack samples their average, the energies add by area:

$$W=fW_c+(1-f)W_v .$$

This fails for large patches, which can stop a crack locally. The value of $f$ depends on surface chemistry and annealing, and this model does not predict it. I choose $f=1\%$ as a poorly joined case:

$$W=0.01\times8+0.99\times0.0064=0.086\ \text{J/m}^2 .$$

Nothing in the growth rule contains $f$. Two trenches can have the same film thickness at every moment and differ only in this number.

**Q:** A weak plane does no harm if nothing pulls on it. What would open it?

**A:** Shrinkage of the fill after closure. Suppose that on annealing the silica would shorten by $\varepsilon=1.5\%$ in every direction if it were free. Deep in the trench, rigid walls prevent this. The fill then carries an elastic strain $\varepsilon$ in all three directions, with equal tensile stresses $\sigma$. Hooke's law gives

$$\varepsilon=\frac{\sigma-\nu\sigma-\nu\sigma}{E}
\quad\Rightarrow\quad
\sigma=\frac{E\varepsilon}{1-2\nu}.$$

For Young's modulus $E=70$ GPa and Poisson ratio $\nu=0.17$,

$$\sigma=\frac{70\times0.015}{0.66}=1.59\ \text{GPa}.$$

This is the average stress across a seam that is held shut everywhere. I use it below; between rigid walls it gives the largest energy release for a long opening, and the local release near a free mouth exceeds this by less than 2%. A seam joined only in patches cannot carry it: at $f=1\%$ each patch would have to bear $\sigma/f=159$ GPa, more than twice Young's modulus. Instead, the fill between the patches draws back while they still hold, and part of the energy is gone before they break. For round patches at $f=1\%$, a finite-element solution leaves 0.18 J/m² if their radius is 0.2 nm and 0.09 J/m² if it is 0.5 nm, in place of the 0.50 J/m² found below. The 1% seam in this example therefore stands for isolated bonds or very small groups of them, for which an elastic solid is itself only a rough picture.

**Q:** And how do I compare a stress with an energy per area?

**A:** Calculate the elastic energy that opening releases. When the seam opens, each half of the fill draws back towards its wall. Far from the ends of the opening, strains parallel to the wall cannot change; only the strain $e$ across the trench does. We need the modulus $M$ for that motion.

Let $\sigma_x$ be the stress change across the trench and $\sigma_y=\sigma_z$ the changes parallel to the wall. Zero strain change parallel to the wall requires

$$0=\sigma_y-\nu(\sigma_x+\sigma_y)
\quad\Rightarrow\quad
\sigma_y=\frac{\nu}{1-\nu}\sigma_x .$$

Across the trench,

$$e=\frac{\sigma_x-2\nu\sigma_y}{E}
=\frac{\sigma_x}{E}\,\frac{1-\nu-2\nu^2}{1-\nu}
=\frac{\sigma_x}{E}\,\frac{(1+\nu)(1-2\nu)}{1-\nu}.$$

Therefore

$$M=\frac{\sigma_x}{e}=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)}=75.2\ \text{GPa}.$$

Opening removes the normal stress $\sigma$, so the strain across the trench falls by $\sigma/M$. Over the width $w$ this produces an opening

$$\delta=\frac{\sigma w}{M}=\frac{1.59}{75.2}\times30\ \text{nm}=0.63\ \text{nm}.$$

If the faces are let apart slowly, the stress between them falls linearly from $\sigma$ to zero. The energy released per unit seam area is the area of that triangle:

$$G=\frac12\sigma\delta=\frac{\sigma^2w}{2M}
=\frac{(1.59\times10^9)^2(30\times10^{-9})}{2(75.2\times10^9)}
\approx0.50\ \text{J/m}^2 .$$

As a long opening advances, each new unit of area passes from the closed state to the open one, so this is also the energy available at its front.

The opening can advance if $G>W$. Here

$$0.086\ \text{J/m}^2<0.50\ \text{J/m}^2<8\ \text{J/m}^2 .$$

If the seam is held shut ahead of the front, the same shrinkage can drive a long crack along it, but not along the same plane in continuous silica. For the 1% seam, the energy left after the patches have stretched is still enough if their radius is 0.2 nm, barely enough at 0.5 nm, and too little at 1 nm.

**Q:** You used a long opening far from its ends. My trench is only five times deeper than it is wide.

**A:** That can be tested by solving the elastic problem for the trench section, with side walls and floor held rigid. Let the film on top of the wafer be polished off before the anneal, so that the mouth is a free, flat surface. For an opening that reaches 75 nm down from the mouth, the finite-element energy release is 1.0004 times the formula. For one only 7.5 nm long the factor is 0.538 on the mesh used; finer meshes raise it to about 0.55. The main reason for the low value is that the free surface at the mouth can sink, which relieves the stress there. If that surface were held level, the factor would be about 0.97; a film left on top has much the same effect if it is notched down to the seam, as it is at closure, but if it bridges the seam the factor is only about 0.59. Even so, $0.538\times0.505=0.27$ J/m² exceeds 0.086 J/m², again for a seam held shut ahead of the opening.

Averaged over the whole seam, from the mouth to 15 nm above the floor, the factor is 0.944. Complete opening therefore lowers the total energy if the seam was held shut; for the 1% seam this requires patches only a few tenths of a nanometre in radius. The energy balance does not show how opening starts. It may spread from a flaw, or begin without one where the stress already exceeds what the bonds can bear.

**Q:** How well joined must the seam be?

**A:** Set $G=W$ and collect the terms in $f$:

$$G=W_v+f^*(W_c-W_v)
\quad\Rightarrow\quad
f^*=\frac{G-W_v}{W_c-W_v}=\frac{0.505-0.006}{8.0-0.006}\approx6.2\%.$$

In this model a seam joined over more than about 6% of its area resists a long opening at 1.5% shrinkage. A seam can thus be much weaker than bulk and still survive.

You can also hold $f$ fixed and ask how much shrinkage is allowed. From $\sigma^2w/(2M)=W$ we get $\sigma=\sqrt{2MW/w}$, and then

$$\varepsilon_c=\frac{1-2\nu}{E}\sqrt{\frac{2MW}{w}} .$$

This is 0.62% for the seam with $f=1\%$ and 5.97% for continuous silica with a long crack. Between rigid walls the first value is a lower limit: at 0.62% the faces can part by only 0.26 nm, and if the bonds reach further than that, the seam holds to a larger shrinkage. The second value stretches linear elasticity too far to be more than a guide. The ratio is near ten because the separation energies differ by a factor near a hundred and enter through a square root.

**Q:** Does a narrower trench make things worse?

**A:** Not in this respect, if the walls are rigid. At fixed shrinkage and fixed $W$, $G$ is proportional to $w$, because a narrower fill stores less energy per unit seam area. For $f=1\%$ the balance is reached at

$$w=30\ \text{nm}\times\frac{0.0863}{0.505}\approx5\ \text{nm}.$$

Below that width a long opening no longer lowers the energy, provided the trench is still deep compared with its width. The true limit is wider, because in a 5 nm trench the faces can part by only about 0.11 nm, too little to break the joined patches completely. The seam is just as poorly joined; there is merely less energy to open it.

**Q:** Everything so far began with a slit. Suppose the faces really touch, with no gap at all. Is my belief safe then?

**A:** No, and this is the cleaner counterexample, since there is no missing layer to look for. It needs a different closure from the blocked growth above. For touching faces, the usual contact cut-off of 0.165 nm in $A/(12\pi g^2)$ gives 0.063 J/m². If both faces end in hydroxyl groups, hydrogen bonds add to this. With a rough five pairs per nm² and 0.2 eV per bond,

$$5\times0.2\ \text{eV/nm}^2=1\ \text{eV/nm}^2=0.160\ \text{J/m}^2 .$$

The total is 0.224 J/m², still below $G\approx0.50$ J/m² and far below 8 J/m². Contact is not the same as a continuous network of Si–O–Si bonds. This figure is for faces near room temperature; on heating, facing hydroxyl groups can condense into Si–O–Si bridges and raise $f$, by an amount this model does not give.

**Q:** Are these numbers close to a real silicon process, or have you chosen a severe case?

**A:** The trench size and growth per cycle are ordinary for atomic layer deposition, and the elastic constants are rough values for silica. The stress of 1.59 GPa is high: deposited silica films more often carry a few hundred MPa or less. It comes from assuming 1.5% shrinkage with no flow. Viscous flow in a hot anneal would lower it, by an amount not calculated here; if the shrinkage left to be carried elastically is below 0.62%, a long opening of the 1% seam between rigid walls no longer lowers the energy. Moisture acts the other way, by making strained Si–O bonds easier to break. Real walls also yield, and silicon contracts more than silica on cooling. Those two effects can be sized.

For the walls, take 30 nm silicon ribs between the trenches, with modulus $M_r=170$ GPa, at fixed pitch. Treat fill and ribs as layers in series. If the common stress is $\sigma'$, ribs of width $b$ stretch by $\sigma'b/M_r$ and relax the fill by that length:

$$\sigma'=\sigma-\frac{M}{w}\frac{\sigma'b}{M_r}
\quad\Rightarrow\quad
\sigma'=\frac{\sigma}{1+r},\qquad r=\frac{Mb}{M_rw}=0.44 .$$

If the seams then open in all the trenches, fill and ribs both relax, releasing

$$\frac{\sigma'^2}{2}\left(\frac wM+\frac b{M_r}\right)
=\frac{\sigma'^2w}{2M}(1+r)=\frac{G}{1+r}=0.693\,G .$$

This estimate lets the ribs move only sideways. Because the top is free, the fill also pulls them down, which relieves more stress. A finite-element solution with ribs, fill and substrate, taking 170 GPa for the Young's modulus of silicon and 0.28 for its Poisson ratio, gives 0.25 J/m² averaged over the seam when all the seams open together. Real silicon is not isotropic: with its cubic elastic constants on a (001) wafer the value is 0.24 J/m² for trenches along ⟨110⟩ and 0.22 J/m² for trenches along ⟨100⟩, so the second digit is not secure.

Yielding walls can also act the other way. If one seam opens while its neighbours stay joined, they pull its ribs apart and more energy is released: on average over the seam, 0.68 J/m² for the middle one of three trenches and about 1.3 J/m² for the middle one of seven, with the outer edges of the group kept from moving sideways. These values again assume a polished top. If the film on top is still there during the anneal, it shrinks too. If it is notched down to the seam, the average release rises by about a tenth when all the seams open together and by a fifth to a quarter for one seam among seven. If instead a 15 nm film bridges the seam, the first value hardly changes and the second falls to about 0.9 J/m².

For cooling by 800 K with a rough expansion difference of $3\times10^{-6}$ per kelvin, the silicon squeezes the fill by 0.24%. If 1.50% is the strain in the hot stage, it falls to 1.26%, and the energy changes by the factor $(1.26/1.50)^2=0.706$. This relief comes only after the hot stage in which the fill shrinks. When all the seams open together, the release is thus 0.25 J/m² while the trench is hot, and after cooling it is

$$0.25\times0.71=0.18\ \text{J/m}^2 .$$

**Q:** That is less than half the first estimate. Does the conclusion survive?

**A:** The seam remains far weaker than bulk silica, but whether it opens depends on its surroundings. If all the seams open together, 0.18 J/m² after cooling is still above 0.086 J/m². The stretching of the patches takes up part of this, however, so the 1% seam may hold. If one seam opens alone, much more energy is available.

The bonded fraction needed is set by the hot stage, and by the depth at which the release is largest, because a front responds to the release where it stands. For an opening that runs down from the mouth of a polished trench, the largest local release is 0.30 J/m² if all the seams open together and 1.7 J/m² for one seam among seven. The fractions are then $(0.30-0.006)/(8.0-0.006)\approx4\%$ and $(1.7-0.006)/(8.0-0.006)\approx21\%$. A larger group of trenches raises the second value further. A film left on top raises both values if it is notched down to the seam, and lowers them if it bridges the seam. Touching hydroxylated faces need 0.224 J/m² as long as only hydrogen bonds hold them. That is close to the hot release when all the seams open together, and well below the release for one seam alone. In the hot stage, however, touching hydroxyl groups can condense into Si–O–Si bridges and raise this energy. With such rough inputs the faces may open or hold.

**Q:** And if the 1% seam does open, at least I would see it then?

**A:** That depends on how far the walls yield. In the rigid-wall estimate the gap grows from 0.52 to 1.15 nm. With the same 2.0 nm wander, the image dip rises from 10.3% to 22.7%, still well short of the 76.1% of the re-entrant void. If one seam opens alone among seven trenches, the silicon ribs bend apart. The gap then reaches about 4 nm at its widest and the dip about 70%, which is much easier to see.

**Q:** Then what may I conclude from uniform thickness and a clean cross-section?

**A:** That the films grew evenly, and that no cavity large enough to show in that image lies in that slice. To call the fill sound you also need evidence about $f$, or about the separation energy itself. A thickness measurement cannot supply it, because thickness is fixed by how the films arrived at the mid-plane, and strength by what joined them there.

## Calculated quantities

```
Trench width: 30.0 nm
Trench depth: 150.0 nm
Film thickness at closure, ideal: 15.0 nm
Re-entrant wall angle: 1.0 degree
Re-entrant void area, formula: 317.5 nm^2
Re-entrant void area, grid: 317.4 nm^2
Re-entrant void greatest width: 4.71 nm
Precursor effective size: 0.60 nm
Growth per cycle and face: 0.11 nm
Cycles until blocked: 134
Residual seam gap: 0.52 nm
Mean gap over many widths: 0.49 nm
Missing share of trench width: 1.73 %
Seam wander, standard deviation: 2.0 nm
Image dip of residual seam: 10.3 %
Image dip of re-entrant void: 76.1 %
Young modulus of fill: 70.0 GPa
Poisson ratio of fill: 0.17
One-direction strain modulus M: 75.2 GPa
Linear shrinkage: 1.50 %
Shrinkage stress: 1.59 GPa
Energy release of long seam: 0.505 J/m^2
Hamaker constant: 6.50e-20 J
Unbonded work at residual gap: 0.0064 J/m^2
Bulk separation work: 8.0 J/m^2
Bonded area in example: 1.0 %
Seam separation work: 0.0863 J/m^2
Critical bonded area: 6.23 %
Critical shrinkage, seam: 0.62 %
Critical shrinkage, bulk: 5.97 %
Added opening of long seam: 0.63 nm
Total gap after opening: 1.15 nm
Image dip after opening: 22.7 %
Finite-element/formula, long seam: 1.0004
Release factor, 7.5 nm opening: 0.538
Mean release factor, whole seam: 0.944
Silicon rib width: 30.0 nm
Silicon rib modulus: 170.0 GPa
Release factor, compliant ribs: 0.693
Expansion difference: 3.0e-06 1/K
Cooling interval: 800 K
Thermal mismatch strain: 0.24 %
Release factor, thermal mismatch: 0.706
Release with all reductions: 0.233 J/m^2
Contact cutoff distance: 0.165 nm
Touching faces, van der Waals: 0.063 J/m^2
Hydroxyl pairs: 5.0 per nm^2
Energy per hydrogen bond: 0.20 eV
Touching faces, hydrogen bonds: 0.160 J/m^2
Touching faces, both: 0.224 J/m^2
```
